# Decay Time of an Aluminium Film Cooling Through a Thermal Boundary: verification in Python

```python
# RESULT UNDER TEST: a thin film cooling through an interface into an
# isothermal substrate decays as exp(-t/tau), with tau = C*h/G.
# C: film heat capacity per volume; h: film thickness;
# G: interface conductance per area; k: film thermal conductivity.
# The result requires Bi = G*h/k << 1. SI units are used internally.
# The program also sizes substrate heating and other neglected effects.
import numpy as np
import mpmath as mp
from scipy.constants import R, sigma
from scipy.integrate import quad
from scipy.optimize import brentq

# Chosen film and interface; material properties are rough typical values.
h = 80e-9
G = 100e6
density = 2700.0
specific_heat = 900.0
molar_mass = 26.98e-3
k_film = 200.0
debye_temperature = 400.0
k_sub = 140.0
C_sub = 1.6e6
T_base = 300.0
T_warm = 358.0
excess = 10.0

C = density * specific_heat
C_classical = 3 * R * density / molar_mass
tau = C * h / G
Bi = G * h / k_film
assert abs(C / C_classical - 1) < 0.05
assert 1.8e-9 < tau < 2.2e-9


def thermal_modes(capacity, links, sink):
    """Diagonalize heat flow in a chain of cells, sink at the last cell."""
    n = len(capacity)
    matrix = np.zeros((n, n))
    for i, link in enumerate(links):
        matrix[i, i] += link
        matrix[i + 1, i + 1] += link
        matrix[i, i + 1] -= link
        matrix[i + 1, i] -= link
    matrix[-1, -1] += sink
    root = np.sqrt(capacity)
    rates, vectors = np.linalg.eigh(matrix / np.outer(root, root))
    return rates, vectors, root


def temperatures(modes, start, time):
    rates, vectors, root = modes
    amplitudes = vectors.T @ (root * start)
    return vectors @ (np.exp(-rates * time) * amplitudes) / root


def layered_film(conductivity, n=100):
    dx = h / n
    sink = 1 / (1 / G + dx / (2 * conductivity))
    modes = thermal_modes(np.full(n, C * dx),
                          np.full(n - 1, conductivity / dx), sink)
    return modes, sink


# A highly conducting layered film must approach the one-temperature law.
ideal_modes, _ = layered_film(1000 * k_film)
uniform = np.ones(100)
for time in (0.5 * tau, tau, 2 * tau):
    mean = temperatures(ideal_modes, uniform, time).mean()
    assert abs(mean / np.exp(-time / tau) - 1) < 2e-4
t_tenth = tau * np.log(10)
t_tenth_layers = brentq(
    lambda t: temperatures(ideal_modes, uniform, t).mean() - 0.1,
    tau, 4 * tau)
assert abs(t_tenth_layers / t_tenth - 1) < 2e-4

# Finite film conductivity: slowest layered mode against mean resistance.
film_modes, film_sink = layered_film(k_film)
tau_layers = 1 / film_modes[0][0]
tau_corrected = C * h * (1 / G + h / (3 * k_film))
assert abs((tau_layers - tau) / (tau_corrected - tau) - 1) < 0.01

# All initially stored heat must cross the interface.
times = np.linspace(0, 20 * tau, 4001)
flux = np.array([film_sink * excess
                 * temperatures(film_modes, uniform, t)[-1] for t in times])
heat_crossed = np.sum((flux[1:] + flux[:-1]) * np.diff(times)) / 2
stored_heat = C * h * excess
assert abs(heat_crossed / stored_heat - 1) < 2e-3

# Real substrate: one film cell joined to a graded, deep substrate.
widths = 4e-9 * 1.03 ** np.arange(165)
assert widths.sum() > 15e-6
half_resistance = widths / (2 * k_sub)
links = np.r_[1 / (1 / G + half_resistance[0]),
              1 / (half_resistance[:-1] + half_resistance[1:])]
capacity = np.r_[C * h, C_sub * widths]
substrate_modes = thermal_modes(capacity, links, 0.0)
start = np.zeros(len(capacity))
start[0] = 1.0


def film_on_substrate(time):
    return temperatures(substrate_modes, start, time)[0]


t_substrate = brentq(lambda t: film_on_substrate(t) - np.exp(-1),
                     0.5 * tau, 5 * tau)
depth = np.sqrt(k_sub / C_sub * tau)
resistance_ratio = G * depth / k_sub
t_estimate = tau * (1 + resistance_ratio)
assert abs(t_estimate / t_substrate - 1) < 0.15

# Independent half-space solution, with time measured in units of tau.
effusivity = np.sqrt(k_sub * C_sub)
ratio = G * np.sqrt(tau) / effusivity


def transformed_temperature(s):
    return 1 / (s + 1 / (1 + ratio / mp.sqrt(s)))


t_late = 10e-9
for time in (t_substrate, t_late):
    inverse = float(mp.invertlaplace(transformed_temperature,
                                     time / tau, method='talbot'))
    assert abs(film_on_substrate(time) - inverse) < 1e-3
late_ideal = np.exp(-t_late / tau)
late_real = film_on_substrate(t_late)
assert late_real > 2 * late_ideal

# Black-surface radiation: linear coefficient against emitted-power change.
G_radiation = 4 * sigma * T_base**3
power_slope = sigma * ((T_base + 1)**4 - (T_base - 1)**4) / 2
assert abs(G_radiation / power_slope - 1) < 1e-4


# Debye heat capacity relative to 3R, from the derivative of energy.
def debye_energy(T):
    upper = debye_temperature / T
    integral = quad(lambda x: x**3 / np.expm1(x), 0, upper,
                    epsabs=1e-12)[0]
    return 3 * T * (T / debye_temperature)**3 * integral


def debye_fraction(T):
    return (debye_energy(T + 0.1) - debye_energy(T - 0.1)) / 0.2


fractions = [debye_fraction(T) for T in (T_base, T_warm)]
leading = [1 - (debye_temperature / T)**2 / 20 for T in (T_base, T_warm)]
assert np.max(np.abs(np.array(fractions) - leading)) < 0.007
warm_change = fractions[1] / fractions[0] - 1

print("INPUTS (material values are rough)")
print(f"Film thickness: {h*1e9:.0f} nm")
print(f"Interface conductance: {G/1e6:.0f} MW/(m^2 K)")
print(f"Aluminium density: {density/1000:.2f} g/cm^3")
print(f"Aluminium specific heat: {specific_heat/1000:.2f} J/(g K)")
print(f"Aluminium molar mass: {molar_mass*1000:.2f} g/mol")
print(f"Film conductivity: {k_film:.0f} W/(m K)")
print(f"Aluminium Debye temperature: {debye_temperature:.0f} K")
print(f"Silicon conductivity: {k_sub:.0f} W/(m K)")
print(f"Silicon heat capacity: {C_sub/1e6:.1f} MJ/(m^3 K)")
print(f"Base and warm temperatures: {T_base:.0f}, {T_warm:.0f} K")
print(f"Initial excess temperature: {excess:.0f} K")
print("IDEAL COOLING")
print(f"Aluminium heat capacity: {C/1e6:.2f} MJ/(m^3 K)")
print(f"Classical lattice estimate: {C_classical/1e6:.2f} MJ/(m^3 K)")
print(f"Film heat capacity per area: {C*h:.4f} J/(m^2 K)")
print(f"Decay time tau: {tau*1e9:.3f} ns")
print(f"Excess left at tau: {excess*np.exp(-1):.2f} K")
print(f"Time to one tenth: {t_tenth*1e9:.2f} ns")
print(f"Initial stored heat: {stored_heat:.3f} J/m^2")
print(f"Heat crossed, layered film: {heat_crossed:.3f} J/m^2")
print(f"Initial interface flux: {G*excess/1e9:.2f} GW/m^2")
print(f"Initial cooling rate: {excess/tau/1e9:.2f} K/ns")
print("FINITE FILM CONDUCTIVITY")
print(f"Biot number: {Bi:.3f} (dimensionless)")
print(f"Corrected decay time: {tau_corrected*1e9:.3f} ns")
print(f"Layered-film decay time: {tau_layers*1e9:.3f} ns")
print(f"Increase of decay time: {100*(tau_layers/tau-1):.2f} %")
print("SILICON SUBSTRATE ALLOWED TO WARM")
print(f"Heat spreading depth in tau: {depth*1e9:.0f} nm")
print(f"Added/interface resistance: {resistance_ratio:.3f} (dimensionless)")
print(f"Estimated 1/e time: {t_estimate*1e9:.2f} ns")
print(f"Numerical 1/e time: {t_substrate*1e9:.2f} ns")
print(f"Increase of 1/e time: {100*(t_substrate/tau-1):.0f} %")
print(f"Late time for comparison: {t_late*1e9:.0f} ns")
print(f"Excess left then, isothermal: {100*late_ideal:.2f} %")
print(f"Excess left then, silicon: {100*late_real:.1f} %")
print("SMALLER EFFECTS")
print(f"Black radiation conductance: {G_radiation:.2f} W/(m^2 K)")
print(f"Radiation/interface ratio: {G_radiation/G:.1e} (dimensionless)")
print(f"Debye C/classical at base: {fractions[0]:.3f} (dimensionless)")
print(f"Debye C/classical when warm: {fractions[1]:.3f} (dimensionless)")
print(f"Heat-capacity change when warm: {100*warm_change:.1f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (material values are rough)
Film thickness: 80 nm
Interface conductance: 100 MW/(m^2 K)
Aluminium density: 2.70 g/cm^3
Aluminium specific heat: 0.90 J/(g K)
Aluminium molar mass: 26.98 g/mol
Film conductivity: 200 W/(m K)
Aluminium Debye temperature: 400 K
Silicon conductivity: 140 W/(m K)
Silicon heat capacity: 1.6 MJ/(m^3 K)
Base and warm temperatures: 300, 358 K
Initial excess temperature: 10 K
IDEAL COOLING
Aluminium heat capacity: 2.43 MJ/(m^3 K)
Classical lattice estimate: 2.50 MJ/(m^3 K)
Film heat capacity per area: 0.1944 J/(m^2 K)
Decay time tau: 1.944 ns
Excess left at tau: 3.68 K
Time to one tenth: 4.48 ns
Initial stored heat: 1.944 J/m^2
Heat crossed, layered film: 1.944 J/m^2
Initial interface flux: 1.00 GW/m^2
Initial cooling rate: 5.14 K/ns
FINITE FILM CONDUCTIVITY
Biot number: 0.040 (dimensionless)
Corrected decay time: 1.970 ns
Layered-film decay time: 1.970 ns
Increase of decay time: 1.34 %
SILICON SUBSTRATE ALLOWED TO WARM
Heat spreading depth in tau: 412 nm
Added/interface resistance: 0.295 (dimensionless)
Estimated 1/e time: 2.52 ns
Numerical 1/e time: 2.60 ns
Increase of 1/e time: 34 %
Late time for comparison: 10 ns
Excess left then, isothermal: 0.58 %
Excess left then, silicon: 9.8 %
SMALLER EFFECTS
Black radiation conductance: 6.12 W/(m^2 K)
Radiation/interface ratio: 6.1e-08 (dimensionless)
Debye C/classical at base: 0.916 (dimensionless)
Debye C/classical when warm: 0.940 (dimensionless)
Heat-capacity change when warm: 2.6 %
ALL CHECKS PASSED
```
